# Why the correlation energy of helium-like ions levels off at large Z

Suppose the correlation energy of helium, $-0.0420$ hartree, has to be carried over to the two-electron ion with nuclear charge $Z=20$. The electron repulsion grows in proportion to $Z$, so one might multiply by ten and obtain $-0.42$ hartree. Or one might keep the fraction of the total energy, which is 1.448% in helium; with a total of $-387.66$ hartree this gives $-5.6$ hartree. The computed value is $-0.0462$ hartree. The first guess is wrong by a factor of nine, the second by more than a hundred. What is missing is the power of $Z$ with which correlation begins, and its coefficient.

## The estimate

Hartree atomic units are used. The ion has a fixed point nucleus, nonrelativistic electrons and a singlet ground state that grows out of the configuration $1s^2$. The correlation energy is

$$E_{\rm corr}(Z)=E_{\rm exact}(Z)-E_{\rm HF}(Z),$$

where HF means restricted Hartree-Fock, with one spatial orbital holding both electrons.

At large $Z$ the nuclear attraction dominates. The electrons stay within a distance of order $1/Z$, so matrix elements of their repulsion are of order $Z$, while excitation energies are of order $Z^2$. The mean repulsion, of order $Z$, is the same in both theories because both start from the same wave function. The response to the repulsion is a second-order energy,

$$\frac{(\text{matrix element})^2}{\text{excitation energy}}\sim\frac{Z^2}{Z^2}=1 .$$

Correlation is part of this response, so it tends to a constant. The second-order coefficients are $-0.157666$ for the exact energy and $-0.111003$ for Hartree-Fock, and their difference is $-0.0467$ hartree. It remains to justify the scaling and to derive the two coefficients.

## Scaling

Measure lengths in units of $1/Z$. The kinetic energy acquires a factor $Z^2$, the nuclear attraction $Z\cdot Z=Z^2$, and the repulsion $Z$. With $\lambda=1/Z$,

$$H=Z^2\left[H_0+\lambda W\right],\quad H_0=h(1)+h(2),$$

$$h=-\tfrac12\nabla^2-\frac1r,\qquad W=\frac1{r_{12}} .$$

All lengths below are scaled. The lowest orbital of $h$ is $\varphi_0=e^{-r}/\sqrt\pi$, with energy $-\tfrac12$. The ground state of $H_0$ is $\psi_0=\varphi_0(1)\varphi_0(2)$, with energy $-1$. The next level, $1s2s$ or $1s2p$, lies at $-\tfrac12-\tfrac18=-\tfrac58$. The ground state is therefore isolated and, in the singlet space, nondegenerate, so its energy can be expanded for small $\lambda$:

$$E_{\rm exact}=Z^2(-1+e_1\lambda+e_2\lambda^2+e_3\lambda^3+\cdots)$$
$$\phantom{E_{\rm exact}}=-Z^2+e_1Z+e_2+\frac{e_3}{Z}+\cdots .$$

For a normalized real orbital $\varphi$, the Hartree-Fock energy divided by $Z^2$ is the minimum of

$$2\langle\varphi|h|\varphi\rangle+\lambda\iint\frac{\varphi(1)^2\varphi(2)^2}{r_{12}}\,d^3r_1d^3r_2 .$$

At $\lambda=0$ the minimum is $\varphi_0$, and changing the orbital costs energy because of the gap $\tfrac38$ above it. This minimum also moves smoothly with $\lambda$ and has an expansion of the same form. Its leading term is $-Z^2$, and its first-order coefficient is the mean of $W$ in $\psi_0$, which is $e_1$. Subtraction gives

$$E_{\rm corr}(Z)=\Delta+O(1/Z),\qquad \Delta=e_2-e_2^{\rm HF}.$$

## The mean repulsion

The potential of one electron in $\varphi_0$ comes from the charge inside radius $r$ and the shells outside it:

$$v(r)=\frac1r\int_0^r4x^2e^{-2x}dx+\int_r^\infty4xe^{-2x}dx .$$

The first integral is $1-e^{-2r}(2r^2+2r+1)$ and the second is $e^{-2r}(2r+1)$. Hence

$$v(r)=\frac1r-\left(1+\frac1r\right)e^{-2r}.$$

Averaging over the other electron gives

$$e_1=4\int_0^\infty\left[re^{-2r}-(r^2+r)e^{-4r}\right]dr$$
$$\phantom{e_1}=4\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac58 .$$

## The Hartree-Fock coefficient

Let the orbital respond to the repulsion:

$$\varphi=\frac{\varphi_0+\lambda\chi}{\sqrt{1+\lambda^2\langle\chi|\chi\rangle}},\qquad\langle\varphi_0|\chi\rangle=0 .$$

The cross term $\langle\varphi_0|h|\chi\rangle=-\tfrac12\langle\varphi_0|\chi\rangle$ vanishes. Expanding the denominator, the one-electron part becomes

$$2\langle\varphi|h|\varphi\rangle=-1+2\lambda^2\langle\chi|h+\tfrac12|\chi\rangle+\cdots .$$

The repulsion integral contains the orbital four times. Replacing one factor at a time by $\lambda\chi$ gives $e_1+4\lambda\langle\chi|v|\varphi_0\rangle$, and this is multiplied by a further $\lambda$. Thus

$$e_2^{\rm HF}=\min_\chi\left\{2\langle\chi|h+\tfrac12|\chi\rangle+4\langle\chi|v|\varphi_0\rangle\right\}.$$

Variation within the space orthogonal to $\varphi_0$ gives

$$(h+\tfrac12)\chi=-(v-\tfrac58)\varphi_0 .$$

The constant $\tfrac58$ makes the right side orthogonal to $\varphi_0$, as the left side is. Multiplication by $\chi$ and integration show that $\langle\chi|v|\varphi_0\rangle=-\langle\chi|h+\tfrac12|\chi\rangle$ at the minimum. Therefore

$$e_2^{\rm HF}=-2\langle\chi|h+\tfrac12|\chi\rangle=2\langle\chi|v|\varphi_0\rangle .$$

The source is spherical, so write $\chi=f(r)\varphi_0$. Since $\varphi_0'=-\varphi_0$,

$$(h+\tfrac12)f\varphi_0=-\frac{\varphi_0}2\left[f''+\left(\frac2r-2\right)f'\right]$$
$$\phantom{(h+\tfrac12)f\varphi_0}=-\frac{\varphi_0}{2r^2e^{-2r}}\left(r^2e^{-2r}f'\right)' .$$

The response equation becomes $(r^2e^{-2r}f')'=2r^2e^{-2r}(v-\tfrac58)$. Integrate from zero. A nonzero integration constant would give $f'\sim1/r^2$ and an infinite kinetic energy, so it is absent:

$$r^2e^{-2r}f'=2\int_0^r\left[xe^{-2x}-(x^2+x)e^{-4x}-\tfrac58x^2e^{-2x}\right]dx .$$

The integrals needed are

$$\int_0^rxe^{-2x}dx=\frac14-e^{-2r}\left(\frac r2+\frac14\right),$$
$$\int_0^rx^2e^{-2x}dx=\frac14-e^{-2r}\left(\frac{r^2}2+\frac r2+\frac14\right),$$
$$\int_0^r(x^2+x)e^{-4x}dx=\frac3{32}-e^{-4r}\left(\frac{r^2}4+\frac{3r}8+\frac3{32}\right).$$

The constants cancel, $\tfrac14-\tfrac3{32}-\tfrac5{32}=0$, and collecting the exponentials gives

$$f'=\frac{P+Qe^{-2r}}{16r^2},$$
$$P=10r^2-6r-3,\qquad Q=8r^2+12r+3 .$$

The constant in $f$ that enforces orthogonality does not enter $f'$. In the energy, the angular integral and the density combine into $4r^2e^{-2r}$, and one integration by parts yields

$$e_2^{\rm HF}=4\int_0^\infty f\,(r^2e^{-2r}f')'\,dr=-4\int_0^\infty r^2e^{-2r}f'^2dr$$
$$\phantom{e_2^{\rm HF}}=-\frac1{64}\int_0^\infty\frac{e^{-2r}(P+Qe^{-2r})^2}{r^2}dr .$$

The three parts of the square, divided by $r^2$, are

$$\frac{P^2}{r^2}=100r^2-120r-24+\frac{36}r+\frac9{r^2},$$
$$\frac{2PQ}{r^2}=160r^2+144r-132-\frac{108}r-\frac{18}{r^2},$$
$$\frac{Q^2}{r^2}=64r^2+192r+192+\frac{72}r+\frac9{r^2}.$$

They are weighted by $e^{-2r}$, $e^{-4r}$ and $e^{-6r}$. With $\int_0^\infty r^ne^{-ar}dr=n!/a^{n+1}$, the nonnegative powers contribute

$$(25-30-12)+(5+9-33)+\left(\frac{16}{27}+\frac{16}3+32\right)=\frac{52}{27}.$$

In the negative powers the three exponentials must be kept together, because each term alone diverges at $r=0$. The $1/r^2$ terms have the numerator $g=9(e^{-2r}-2e^{-4r}+e^{-6r})=9e^{-2r}(1-e^{-2r})^2$, which vanishes as $r^2$. Integration by parts therefore leaves no boundary term and replaces $g/r^2$ by

$$\frac{g'}r=\frac{-18e^{-2r}+72e^{-4r}-54e^{-6r}}r .$$

Adding the original $1/r$ terms gives $18(e^{-2r}-2e^{-4r}+e^{-6r})/r$. For coefficients with $\sum c_i=0$, Frullani's integral is $\int_0^\infty\sum c_ie^{-a_ir}dr/r=-\sum c_i\ln a_i$. The result is $-18(\ln2-2\ln4+\ln6)=-18\ln\tfrac34$, so

$$e_2^{\rm HF}=-\frac1{64}\left(\frac{52}{27}-18\ln\frac34\right)=\frac9{32}\ln\frac34-\frac{13}{432}$$
$$\phantom{e_2^{\rm HF}}=-0.111003 .$$

## The exact coefficient

For the full problem, insert $\psi_0+\lambda\psi_1$ into the energy quotient. The same expansion as before, now with a two-electron function, gives

$$e_2=\min_{\psi_1}\left\{\langle\psi_1|H_0+1|\psi_1\rangle+2\langle\psi_1|W-\tfrac58|\psi_0\rangle\right\}.$$

Adding a multiple of $\psi_0$ to $\psi_1$ changes neither term, so orthogonality need not be imposed. Write $\psi_1=F\psi_0$. Then

$$(H_0+1)F\psi_0=-\frac1{2\psi_0}\sum_{i=1}^2\nabla_i\cdot(\psi_0^2\nabla_iF),$$

and integration by parts turns the first term into $\tfrac12\int\psi_0^2(|\nabla_1F|^2+|\nabla_2F|^2)$.

Use $s=r_1+r_2$, $t=r_1-r_2$ and $u=r_{12}$. The volume element is $8\pi^2r_1r_2u\,dr_1dr_2du=\pi^2u(s^2-t^2)\,ds\,dt\,du$, with $|t|\le u\le s$. The gradients of $s$ and $t$ are unit vectors along $\pm\mathbf r_i$, and those of $u$ lie along $\pm(\mathbf r_1-\mathbf r_2)$. The law of cosines supplies the angles between them, and

$$\tfrac12\sum_i|\nabla_iF|^2=F_s^2+F_t^2+F_u^2$$
$$\qquad+\frac{2s(u^2-t^2)F_sF_u+2t(s^2-u^2)F_tF_u}{u(s^2-t^2)},$$

where subscripts denote derivatives.

Expand $F=\sum_mc_mF_m$ in the functions $s^it^ju^k$ and $e^{-s}s^it^ju^k$. Even $j$ ensures the exchange symmetry of the singlet. The second set describes steeper parts of $\psi_1$. All integrals reduce to

$$\int_0^\infty\!ds\int_0^s\!du\int_0^u\!dt\,e^{-as}s^pt^qu^k=\frac{(p+q+k+2)!}{(q+1)(q+k+2)\,a^{p+q+k+3}} .$$

The functional becomes $c^TAc+2b^Tc$, where $A$ holds the gradient integrals and $b_m=\int\psi_0^2F_m(W-\tfrac58)$. Its minimum, at $c=-A^{-1}b$, is $-b^TA^{-1}b$. Since the basis is finite, this is an upper bound to $e_2$. Solving the linear system for $i+j+k\le N$, without the constant function, gives:

| $N$ | functions | bound on $e_2$ |
|---|---|---|
| 3 | 25 | $-0.1576226$ |
| 4 | 43 | $-0.1576629$ |
| 5 | 67 | $-0.1576661$ |
| 6 | 99 | $-0.1576664$ |

The last enlargement lowers the bound by $3\times10^{-7}$. This convergence supports $e_2=-0.157666$ to six decimals, though it is not a proof of the last digit. The limit is

$$\Delta=-0.157666-(-0.111003)=-0.046663\ \text{hartree},$$

or $-1.27$ eV.

## What the subtraction removes

Second-order perturbation theory also writes $e_2$ as a sum over excited states of $H_0$, with continuum integrals included:

$$e_2=-\sum_{n\ne0}\frac{|\langle n|W|\psi_0\rangle|^2}{E_n+1}.$$

If one electron is excited to orbital $a$, the normalized singlet is $[\varphi_0(1)a(2)+a(1)\varphi_0(2)]/\sqrt2$. Its matrix element is $\sqrt2\langle a|v|\varphi_0\rangle$, so all single excitations contribute

$$-2\sum_{a\ne1s}\frac{|\langle a|v|\varphi_0\rangle|^2}{\varepsilon_a+\tfrac12}.$$

This equals $e_2^{\rm HF}$: expand the response equation in the orbitals $a$ and insert $\chi$ into $2\langle\chi|v|\varphi_0\rangle$. Hartree-Fock thus accounts for the adjustment of each electron to the average field of the other. The remainder $\Delta$ is the sum over double excitations. Each of its terms is negative or zero, which fixes its sign.

The total orbital angular momentum is zero, so the two excited electrons must have equal $l$. Their contributions can be computed by diagonalizing $h$ in Gaussian functions whose exponents form a geometric series, 27 functions for $l=0$ and 19 for each higher $l$:

| $l$ | double excitations (hartree) |
|---|---|
| 0 | $-0.01433$ |
| 1 | $-0.02649$ |
| 2 | $-0.00391$ |
| 3 | $-0.00108$ |
| 4 | $-0.00040$ |
| 5 | $-0.00018$ |

Pairs with $l=1$ supply 57% of $\Delta$. The finite basis leaves each entry too small in magnitude by up to $2\times10^{-6}$ hartree, enough to change a last digit by one unit: the converged $l=4$ value rounds to $-0.00041$. Between $l=4$ and $l=5$ the terms fall roughly as $(l+\tfrac12)^{-3.9}$. If the last term is continued with the power $-4$, all higher $l$ add $-0.00026$ hartree. The total is $-0.04665$ hartree, within $2\times10^{-5}$ hartree of the subtraction. The small discrepancy comes in roughly equal parts from the finite basis and from the assumed tail; with converged partial waves the sum is $-0.046663$ hartree.

## Comparison with ions of finite charge

The limit can be compared with energies computed at finite $Z$. For Hartree-Fock, the orbital was expanded in the 27 spherical Gaussians and iterated to self-consistency. For the exact problem, the lowest energy was found variationally with the $N=6$ functions above, now including the constant, multiplied by $\psi_0$. Energies are in hartree:

| $Z$ | exact | HF | $E_{\rm corr}$ | $E_{\rm corr}-\Delta$ |
|---|---|---|---|---|
| 2 | $-2.90372$ | $-2.86168$ | $-0.04204$ | $0.00462$ |
| 5 | $-22.03097$ | $-21.98623$ | $-0.04474$ | $0.00193$ |
| 10 | $-93.90681$ | $-93.86111$ | $-0.04569$ | $0.00097$ |
| 20 | $-387.65723$ | $-387.61106$ | $-0.04618$ | $0.00049$ |

For helium the limiting value is too large in magnitude by $0.0046$ hartree, 11% of helium's own correlation energy. At $Z=20$ the excess is 1%. Multiplying the unrounded values of the last column by $Z$ gives $0.0092$, $0.0096$, $0.0097$ and $0.0097$, as expected when the leading correction is proportional to $1/Z$. Over this range a useful estimate is

$$E_{\rm corr}(Z)\approx-0.0467+\frac{0.0097}{Z}\ \text{hartree}.$$

The limit can also be extracted from the ions without using either second-order coefficient. The combination

$$\frac{8E_{\rm corr}(20)-6E_{\rm corr}(10)+E_{\rm corr}(5)}3$$

keeps a constant unchanged and cancels terms in $1/Z$ and $1/Z^2$, since $\tfrac8{20}-\tfrac6{10}+\tfrac15=0$ and $\tfrac8{400}-\tfrac6{100}+\tfrac1{25}=0$. It gives

$$\frac{-0.369424+0.274158-0.044737}3=-0.046668\ \text{hartree},$$

which differs from $\Delta$ by $5\times10^{-6}$ hartree. Most of this difference is basis error: the Gaussian Hartree-Fock energy at $Z=20$ lies about $2\times10^{-6}$ hartree too high, and converged energies move the combination to $-0.046664$ hartree, about $1\times10^{-6}$ hartree from $\Delta$. The last digit should therefore not be pressed: a common error in the scaled energies is multiplied by $Z^2$ in each ion, and by $(8\cdot400-6\cdot100+25)/3=875$ in this combination.

The total energy grows as $Z^2$, so the correlated fraction falls as $0.0467/Z^2$ in the limit. It is 1.45% for helium and 0.012% at $Z=20$. Hartree-Fock becomes relatively more accurate along the series, but its absolute error does not vanish.

## Where the constant limit fails

The argument used the isolation of the $1s^2$ level. It breaks down when another configuration of the same symmetry has the same energy at $\lambda=0$ and is coupled to the first by the repulsion. In a four-electron ion, $1s^22s^2$ and $1s^22p^2$ have the same energy at $\lambda=0$, because hydrogenic $2s$ and $2p$ levels coincide. Within these two configurations, let the repulsion have diagonal elements $\lambda\alpha$ and $\lambda\beta$, with $\beta\ge\alpha$, and a coupling $\lambda\gamma\ne0$. The lower eigenvalue lies below $\lambda\alpha$ by

$$\lambda\left[\sqrt{\left(\frac{\beta-\alpha}2\right)^2+\gamma^2}-\frac{\beta-\alpha}2\right].$$

Multiplication by $Z^2$ makes this lowering proportional to $Z$. A Hartree-Fock calculation confined to $1s^22s^2$ misses it, and its correlation energy then grows linearly.

The limit also belongs to the nonrelativistic Hamiltonian. Electron momenta grow as $Z$, so the leading relativistic kinetic correction, $-p^4/(8c^2)$ per electron, grows as $Z^4/c^2$. With unscreened hydrogenic $1s$ orbitals $\langle p^4\rangle=5Z^4$, so for two electrons this term is $-5Z^4/(4c^2)$. Other one-electron terms of the same order cancel four fifths of it: expanding the Dirac $1s$ energy $c^2\left[\sqrt{1-Z^2/c^2}-1\right]$ leaves $-Z^4/(4c^2)$ for two electrons. This net shift reaches the size of the constant found here near $Z=8$ and is about $-2.1$ hartree at $Z=20$. It is an unscreened estimate; screening by the other electron makes the shift somewhat smaller, roughly $-2$ hartree at $Z=20$. The value $-0.0467$ hartree is thus the large-$Z$ limit of one well-defined part of the energy, and a measured total energy of a heavy ion cannot be compared with the nonrelativistic Hartree-Fock energy to obtain it.
